# Reduced matrix elements of one-part tensor operators in coupled states

## Definitions and conventions

Two angular momenta $\mathbf J_1$ and $\mathbf J_2$ act on different factors of a product space, so they commute. Their sum is $\mathbf J=\mathbf J_1+\mathbf J_2$, and $\hbar=1$ until the example. In every multiplet, $J_\pm$ has positive matrix elements:

$$J_\pm|jm\rangle=\sqrt{j(j+1)-m(m\pm1)}\,|j,m\pm1\rangle .$$

The coupled states are

$$|(ab)JM\rangle=\sum_{\alpha\beta}\langle a\alpha\,b\beta|JM\rangle\,|a\alpha\rangle|b\beta\rangle ,\tag{1}$$

with real coefficients and the Condon–Shortley phase $\langle a\,a\;b\,(J-a)|JJ\rangle>0$. The order of $a$ and $b$ matters, because this phase singles out the first member. The 3j symbol is

$$\begin{pmatrix}a&b&c\\\alpha&\beta&\gamma\end{pmatrix}=\frac{(-1)^{a-b-\gamma}}{\sqrt{2c+1}}\langle a\alpha\,b\beta|c,-\gamma\rangle .\tag{2}$$

It vanishes unless $\alpha+\beta+\gamma=0$. For fixed $\gamma$ the squares of the coefficients sum to 1, so the squares of the 3j symbol summed over all projections also give 1.

A tensor operator of integer rank $k$ has components $T_q$, $q=-k,\dots,k$, with

$$[J_z,T_q]=qT_q,\qquad [J_\pm,T_q]=\sqrt{k(k+1)-q(q\pm1)}\,T_{q\pm1}.$$

Its reduced element is defined by

$$\langle j'm'|T_q|jm\rangle=(-1)^{j'-m'}\begin{pmatrix}j'&k&j\\-m'&q&m\end{pmatrix}\langle j'\|T\|j\rangle .\tag{3}$$

The 6j symbol is defined by a sum over six projections $\mu_i$ belonging to $a_i$:

$$\begin{Bmatrix}a_1&a_2&a_3\\a_4&a_5&a_6\end{Bmatrix}=\sum_{\mu}(-1)^{\sum_i(a_i-\mu_i)}P_1P_2P_3P_4,\tag{4}$$

$$P_1=\begin{pmatrix}a_1&a_2&a_3\\-\mu_1&-\mu_2&-\mu_3\end{pmatrix},\quad P_2=\begin{pmatrix}a_1&a_5&a_6\\\mu_1&-\mu_5&\mu_6\end{pmatrix},$$

$$P_3=\begin{pmatrix}a_4&a_2&a_6\\\mu_4&\mu_2&-\mu_6\end{pmatrix},\quad P_4=\begin{pmatrix}a_4&a_5&a_3\\-\mu_4&\mu_5&\mu_3\end{pmatrix}.$$

## Theorem

Let $T^k$ act on part 1 alone, as $T\otimes1$, and let $U^k$ act on part 2 alone, as $1\otimes U$. Then

$$\begin{aligned}\langle(j_1'j_2')J'\|T^k\|(j_1j_2)J\rangle={}&\delta_{j_2'j_2}(-1)^{j_1'+j_2+J+k}\sqrt{(2J+1)(2J'+1)}\\&\times\begin{Bmatrix}j_1'&J'&j_2\\J&j_1&k\end{Bmatrix}\langle j_1'\|T^k\|j_1\rangle,\end{aligned}\tag{A}$$

$$\begin{aligned}\langle(j_1'j_2')J'\|U^k\|(j_1j_2)J\rangle={}&\delta_{j_1'j_1}(-1)^{j_1+j_2+J'+k}\sqrt{(2J+1)(2J'+1)}\\&\times\begin{Bmatrix}j_2'&J'&j_1\\J&j_2&k\end{Bmatrix}\langle j_2'\|U^k\|j_2\rangle.\end{aligned}\tag{B}$$

Call the momentum on which the operator acts active, and the other one the spectator. The phase in (A) contains the active momentum of the bra and the total momentum of the ket. The phase in (B) contains the active momentum of the ket and the total momentum of the bra.

## Lemma 1: signs of the coupling coefficients

**Statement.**

$$|(ab)JM\rangle=(-1)^{a+b-J}|(ba)JM\rangle,\tag{5}$$

$$\langle a,-\alpha\;b,-\beta|J,-M\rangle=(-1)^{a+b-J}\langle a\alpha\,b\beta|JM\rangle .\tag{6}$$

**Proof.** Write the top state as $|JJ\rangle=\sum_\alpha c_\alpha|a\alpha\rangle|b,J-\alpha\rangle$. Since $J_+|JJ\rangle=0$, the coefficient of $|a,\alpha+1\rangle|b,J-\alpha\rangle$ in $J_+|JJ\rangle$ vanishes. That coefficient is $c_\alpha$ times a positive number plus $c_{\alpha+1}$ times a positive number, so the $c_\alpha$ alternate in sign. As $c_a>0$, the sign of $c_\alpha$ is $(-1)^{a-\alpha}$. The term with $\beta=b$ has $\alpha=J-b$, and hence the sign $(-1)^{a+b-J}$.

Coupling in the order $(ba)$ gives the same multiplet up to a sign, because each $J$ occurs once in the product space. Its phase convention makes the term with $\beta=b$ positive. This proves (5).

For (6), let $F$ reverse all projections, $F|jm\rangle=|j,-m\rangle$ in each factor. Then $FJ_\pm=J_\mp F$ and $FJ_z=-J_zF$. Thus $F|JJ\rangle$ has projection $-J$ and is annihilated by $J_-$, so $F|JJ\rangle=\eta|J,-J\rangle$ with $\eta=\pm1$. Repeated use of $J_+F=FJ_-$ gives $F|JM\rangle=\eta|J,-M\rangle$ for all $M$.

To find $\eta$, follow the coefficient with $\alpha=a$ as $M$ is lowered. Take the matrix element of $J_-$ between $\langle a\,a\;b\,(\beta-1)|$ and $|JM\rangle$. To the right, $J_-$ gives a positive multiple of $|J,M-1\rangle$. To the left it acts as $J_+$ on $|a\,a\rangle|b,\beta-1\rangle$, which can raise only the second factor, again with a positive number. The coefficient therefore keeps its sign, and $\langle a\,a\;b,-b|J,a-b\rangle>0$. In the same way the coefficient with $\beta=b$ keeps the sign $(-1)^{a+b-J}$ down to $\alpha=-a$. Since $F$ connects these two coefficients,

$$\langle a,-a\;b\,b|J,b-a\rangle=\eta\,\langle a\,a\;b,-b|J,a-b\rangle ,$$

and comparison of signs gives $\eta=(-1)^{a+b-J}$. $\square$

## Lemma 2: symmetries of the 3j symbol

**Statement.** A cyclic permutation of the columns leaves the 3j symbol unchanged. Exchanging two columns, or reversing all projections, multiplies it by $(-1)^{a+b+c}$.

**Proof.** *Reversal.* In (2), reversal changes $(-1)^{-\gamma}$ to $(-1)^{\gamma}$, a factor $(-1)^{2\gamma}=(-1)^{2c}$, and (6) supplies $(-1)^{a+b-c}$. The product is $(-1)^{a+b+c}$.

*Exchange of the first two columns.* The prefactor changes by $(-1)^{2b-2a}$, and (5) supplies $(-1)^{a+b-c}$. The total exponent $3b-a-c$ differs from $a+b+c$ by $2(a-b+c)$, which is even because $a-b+c$ is an integer.

*Cyclic permutation.* Consider the three-part state whose amplitudes are the 3j symbols. By (2) it is proportional to $\sum_\gamma(-1)^{\gamma}|(ab)c,-\gamma\rangle|c\gamma\rangle$, with $(-1)^\gamma$ understood up to a common phase. Acting with the total $J_+$, the product $|(ab)c,1-\gamma\rangle|c\gamma\rangle$ is reached from the terms $\gamma$ and $\gamma-1$. Both carry the factor $\sqrt{(c+\gamma)(c-\gamma+1)}$, with opposite signs, so they cancel. The state has total projection zero and is annihilated by $J_+$; it therefore has total angular momentum zero.

There is one such state for given $a,b,c$, because $a$ and $b$ must couple to $c$, and two momenta $c$ give zero once. Permuting the columns can thus change the real, normalized amplitudes by a common sign at most. To find it, take $\alpha=a$, $\beta=c-a$, $\gamma=-c$. The symbol with columns $a,b,c$ has the sign $(-1)^{a-b+c}$, by (2) and the phase convention. The symbol with columns $b,c,a$ is $(-1)^{b-c-a}$ times a positive multiple of $\langle b,c-a\;c,-c|a,-a\rangle$. By (6) this coefficient equals $(-1)^{b+c-a}\langle b,a-c\;c\,c|a\,a\rangle$, and the last factor has the sign $(-1)^{b+c-a}$ by the proof of Lemma 1. The two signs cancel, leaving $(-1)^{b-c-a}=(-1)^{a-b+c}$. The common sign is $+1$. The other exchanges are cyclic permutations combined with the exchange already treated. $\square$

## Lemma 3: extraction of the reduced element

**Statement.** Equation (3) holds for every tensor operator, and

$$\langle j'\|T\|j\rangle=\sum_{m'qm}(-1)^{j'-m'}\begin{pmatrix}j'&k&j\\-m'&q&m\end{pmatrix}\langle j'm'|T_q|jm\rangle .\tag{7}$$

**Proof.** By the commutators, $J_z$ and $J_\pm$ act on $T_q|jm\rangle$ as on the product $|kq\rangle|jm\rangle$. The combinations $\sum_{qm}\langle kq\,jm|KM\rangle T_q|jm\rangle$ therefore behave as $|KM\rangle$. Their overlap with $|j'm'\rangle$ vanishes unless $K=j'$ and $M=m'$, and does not depend on $m'$, since $J_\pm$ links neighbouring projections with equal factors on both sides. Inverting the orthogonal transformation gives a matrix element proportional to $\langle kq\,jm|j'm'\rangle$. By (2) and a cyclic permutation, this is $(-1)^{k-j+m'}\sqrt{2j'+1}$ times the symbol in (3). Relative to $(-1)^{j'-m'}$ its sign is $(-1)^{k-j-j'+2m'}$, which is independent of $m'$ because $(-1)^{2m'}=(-1)^{2j'}$. This proves (3), the Wigner–Eckart theorem. Multiplying (3) by its own phase and 3j symbol and summing gives (7), since the squares sum to 1. $\square$

## Proof of (A)

Because $\mathbf J_2$ commutes with $T\otimes1$, we have $[\mathbf J,T_q\otimes1]=[\mathbf J_1,T_q]\otimes1$. The operator is thus a rank-$k$ tensor under $\mathbf J$ too, and (7) applies in the coupled basis. The spectator overlap is $\delta_{j_2'j_2}\delta_{m_2'm_2}$. Set $j_2'=j_2$ and insert (1), with (2) solved for the coefficients:

$$\langle j_1m_1\,j_2m_2|JM\rangle=(-1)^{j_1-j_2+M}\sqrt{2J+1}\begin{pmatrix}j_1&j_2&J\\m_1&m_2&-M\end{pmatrix}.$$

With (3) for the active part, the left side of (A) becomes

$$\sqrt{(2J+1)(2J'+1)}\,\langle j_1'\|T\|j_1\rangle\sum(-1)^{f}Q_1Q_2Q_3Q_4,\tag{8}$$

where the sum runs over $M',q,M,m_1',m_1,m_2$ and

$$Q_1=\begin{pmatrix}j_1'&j_2&J'\\m_1'&m_2&-M'\end{pmatrix},\quad Q_2=\begin{pmatrix}j_1'&k&j_1\\-m_1'&q&m_1\end{pmatrix},$$

$$Q_3=\begin{pmatrix}J'&k&J\\-M'&q&M\end{pmatrix},\quad Q_4=\begin{pmatrix}j_1&j_2&J\\m_1&m_2&-M\end{pmatrix}.$$

The exponent collects, in order, the phases from (7), the bra, (3) and the ket:

$$\begin{aligned}f&=(J'-M')+(j_1'-j_2+M')+(j_1'-m_1')+(j_1-j_2+M)\\&=J'+2j_1'-2j_2+j_1-m_1'+M .\end{aligned}$$

Now take (4) with $(a_1,\dots,a_6)=(j_1',J',j_2,J,j_1,k)$ and

$$\mu_1=-m_1',\;\mu_2=M',\;\mu_3=-m_2,\;\mu_4=-M,\;\mu_5=-m_1,\;\mu_6=q .$$

Lemma 2 relates the symbols as follows.

- $Q_1=(-1)^{j_1'+j_2+J'}P_1$, by exchanging the last two columns.
- $Q_2=(-1)^{j_1'+k+j_1}P_2$, by exchanging the last two columns.
- $Q_3=(-1)^{J'+k+J}P_3$, by reversing the projections and permuting cyclically.
- $Q_4=(-1)^{j_1+j_2+J}P_4$, by the same two moves.

The product of these signs has the exponent

$$r=2(j_1'+j_1+j_2+J'+J+k).$$

Let $s=j_1'+J'+j_2+J+j_1+k$. The exponent in (4) is

$$e=s+m_1'-M'+m_2+M+m_1-q .$$

The 3j symbols enforce $m_1'+m_2=M'$ and $q=m_1'-m_1$, so $e=s+M-m_1'+2m_1$. Hence $M-m_1'=e-s-2m_1$. Here $2m_1$ may be replaced by $2j_1$, because $j_1-m_1$ is an integer. Modulo 2,

$$\begin{aligned}f+r&=J'+2j_1'-2j_2+j_1+(e-s-2j_1)+r\\&=e+(j_1'-3j_2-2j_1-J-k)+r\\&=e+3j_1'-j_2+J+k+2J' .\end{aligned}$$

Since $j_1'+j_2+J'$ is an integer, its double may be subtracted, which leaves $e+j_1'-3j_2+J+k$. Adding the even integer $4j_2$ gives

$$f+r\equiv e+j_1'+j_2+J+k\pmod 2 .$$

The factor $(-1)^e$ completes the 6j sum, and the rest is the phase in (A). $\square$

## Proof of (B)

Set $j_1'=j_1$, as the spectator overlap requires. By (5), the states can be rewritten so that the active momentum stands first:

$$\begin{aligned}\langle(j_1j_2')J'\|U\|(j_1j_2)J\rangle={}&(-1)^{(j_1+j_2'-J')+(j_1+j_2-J)}\\&\times\langle(j_2'j_1)J'\|U\|(j_2j_1)J\rangle .\end{aligned}$$

The last element follows from (A) with active momenta $j_2',j_2$ and spectator $j_1$. It contains the 6j symbol of (B) and the exponent $j_2'+j_1+J+k$. The total exponent is

$$3j_1+2j_2'+j_2-J'+k .$$

Subtracting the even integer $2(j_1+j_2'-J')$ gives $j_1+j_2+J'+k$, the phase in (B). $\square$

## Remarks

**Size of the phase difference.** Exchanging the labels 1 and 2 in (A), while keeping the states in the order $(j_1j_2)$, gives the exponent $j_2'+j_1+J+k$. The correct result is that expression times

$$(-1)^{j_2-j_2'+J'-J}.\tag{9}$$

This is the product of the two reordering signs. It comes from the phase convention of the states and not from any difference between the operators. If neither $J$ nor the active momentum changes, it equals 1.

**Total angular momentum.** The operator $\mathbf J_1+\mathbf J_2$ cannot connect different $J$, so for $J'\ne J$

$$\langle J'\|\mathbf J_1\|J\rangle=-\langle J'\|\mathbf J_2\|J\rangle .$$

With $j_1$ and $j_2$ unchanged and $J'=J\pm1$, the phases in (A) and (B) are opposite. The remaining factors must then be equal, including their signs.

**Scalar limit.** For $k=0$ let $T=t$, a number. By (2), the symbol in (3) is then $(-1)^{j-m}/\sqrt{2j+1}$, so $\langle j\|t\|j\rangle=t\sqrt{2j+1}$. Used on both sides of (A), with $J'=J$ and $j_1'=j_1$, this gives

$$\begin{Bmatrix}j_1&J&j_2\\J&j_1&0\end{Bmatrix}=\frac{(-1)^{j_1+j_2+J}}{\sqrt{(2J+1)(2j_1+1)}} .$$

The 6j symbol here cancels the phase, as it must for a multiple of the identity.

**Conditions.** The proof needs product states and an operator that is the identity on the spectator. An antisymmetrized state of two identical particles is a sum of coupled product states, and a one-particle operator is the sum $T\otimes1+1\otimes T$, whose first term is treated by (A) and whose second by (B). The formulas then apply to each pair of bra and ket terms, with the Kronecker delta replaced by the full overlap of the two spectator states, which includes any further labels such as the radial function. For an operator that changes both parts, the overlap $\delta_{m_2'm_2}$ is lost and the result does not hold. If another convention defines reduced elements by $\langle j'\|T\|j\rangle=c(j',k,j)\,(j'\|T\|j)$, the right side of (A) acquires the factor $c(j_1',k,j_1)/c(J',k,J)$, and (B) the corresponding one.

## Example: orbital and spin moments of a p electron

Take $j_1=l=1$ and $j_2=s=1/2$, with $\mathbf L$ acting on the first part and $\mathbf S$ on the second. Angular momenta are given in units of $\hbar$.

The spherical components of an angular momentum vector are $J_0=J_z$ and $J_{\pm1}=\mp J_\pm/\sqrt2$. They obey the rank-1 commutators, and $\sum_qJ_q^\dagger J_q=\tfrac12(J_-J_++J_+J_-)+J_z^2=\mathbf J^2$. Hence summing the squared moduli of all elements in (3) gives $\langle j\|\mathbf J\|j\rangle^2=\operatorname{Tr}\mathbf J^2=j(j+1)(2j+1)$. The root is positive: for $m=m'=j$ and $q=0$ the symbol in (3) is, by (2) and (6), a positive multiple of $\langle j\,j\;1\,0|j\,j\rangle>0$, and the matrix element is $j$. Thus

$$\langle l\|\mathbf L\|l\rangle=\sqrt6=2.4495,\qquad\langle s\|\mathbf S\|s\rangle=\sqrt{3/2}=1.2247 .$$

**Between the levels.** Let $J'=1/2$ and $J=3/2$. The phase exponent is $1+\tfrac12+\tfrac32+1=4$ for $\mathbf L$ and $1+\tfrac12+\tfrac12+1=3$ for $\mathbf S$. The 6j symbols, evaluated by computer algebra from their finite sum, are $-0.16667$ and $-0.33333$. With $\sqrt{4\cdot2}=2.8284$,

$$\langle\tfrac12\|\mathbf L\|\tfrac32\rangle=(+1)(2.8284)(-0.16667)(2.4495)=-1.1547,$$

$$\langle\tfrac12\|\mathbf S\|\tfrac32\rangle=(-1)(2.8284)(-0.33333)(1.22474)=+1.1547 .$$

The cancellation can be seen in one component. Lowering $|1\rangle|{\uparrow}\rangle$, labelled by $m_l$ and spin, and then taking the orthogonal state with the required phase gives

$$|\tfrac32\tfrac12\rangle=0.57735\,|1\rangle|{\downarrow}\rangle+0.81650\,|0\rangle|{\uparrow}\rangle,$$

$$|\tfrac12\tfrac12\rangle=0.81650\,|1\rangle|{\downarrow}\rangle-0.57735\,|0\rangle|{\uparrow}\rangle .$$

In $L_z$ only the first products contribute, giving $0.81650\times0.57735=0.4714$. In $S_z$ both contribute $-\tfrac12\times0.4714$, giving $-0.4714$.

**Within the levels.** For $J'=J=1/2$ both phases are $-1$, and the 6j symbols are $-0.33333$ for $\mathbf L$ and $0.16667$ for $\mathbf S$. With $\sqrt{2\cdot2}=2$ the reduced elements are $1.6330$ and $-0.4082$. For $J'=J=3/2$ both phases are $+1$ and both 6j symbols are $0.26352$. With $\sqrt{4\cdot4}=4$ the elements are $2.5820$ and $1.2910$.

For a nonrelativistic electron and an infinitely heavy nucleus the magnetic moment is $-\mu_B(\mathbf L+g_s\mathbf S)$, with $g_s=2.00232$. The digits below belong to this model. In hydrogen the recoil factor $1-m/M$ on $\mathbf L$ changes the two g factors to 0.6652 and 1.3337, and relativistic corrections grow as $Z^2$ in a hydrogen-like ion: at $Z=26$ they lower $g_{1/2}$ by about 0.006. Dividing the reduced element of $\mathbf L+g_s\mathbf S$ by that of $\mathbf J$ gives the level g factors:

$$g_{1/2}=\frac{1.63299-2.00232\times0.40825}{1.22474}=0.6659,$$

$$g_{3/2}=\frac{2.5820+2.00232\times1.2910}{3.8730}=1.3341 .$$

**Magnetic-dipole strength.** Assume that both levels have the same radial function. This fails gradually as relativity grows: for Dirac 2p orbitals of a hydrogen-like ion the strength is lower by about 0.5% at $Z=26$ and 7% at $Z=81$. Under the assumption the line strength is the squared reduced element:

$$\mu_B^2\,[-1.1547+2.00232\times1.1547]^2=1.3395\,\mu_B^2 .$$

The orbital and spin amplitudes oppose each other, leaving a factor $g_s-1$. The label-exchanged phase would reverse the spin amplitude, since (9) is $-1$ here. The factor would become $-(g_s+1)$ and the strength $12.019\,\mu_B^2$, which is 8.97 times the correct value.
